# Radical decay length in a narrow tube with weak wall recombination: a numerical check

```python
# Result under test: radicals in molecular flow in a long tube of radius R, with
# diffuse walls that remove a fraction gamma << 1 of impacts, decay as exp(-z/L),
#     L = 2 R / sqrt(3 gamma).
# Symbols: x = axial distance / (2R); F(x) = probability that one flight from the
# wall goes further than x in a given axial direction; G(x) = integral of F from x
# to infinity; J = wall impact flux / impact flux of the outside reservoir;
# D = diffusivity; v = mean thermal speed; H = hole depth; f = diffuse fraction.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_toeplitz

rng = np.random.default_rng(12345)


def F(x):
    root = np.sqrt(1 + x * x)
    return root - 0.5 / root - x


def G(x):
    return 0.25 / (x + np.sqrt(1 + x * x)) ** 2


def decay_length(R, gamma):
    return 2 * R / np.sqrt(3 * gamma)


def cosine_angles(n):
    """Components (normal, tangent 1, tangent 2) of cosine-law directions."""
    u = rng.random(n)
    phi = 2 * np.pi * rng.random(n)
    s = np.sqrt(u)
    return np.sqrt(1 - u), s * np.cos(phi), s * np.sin(phi)


def solve_open_tube(gamma, n, h):
    """Kinetic wall flux in n rings of width h (unit 2R), reservoir at x < 0."""
    d = np.arange(1, n)
    kernel = np.empty(n)
    kernel[0] = 1 - 2 * (G(0.0) - G(h)) / h
    kernel[1:] = (G((d - 1) * h) - 2 * G(d * h) + G((d + 1) * h)) / h
    column = -(1 - gamma) * kernel
    column[0] += 1
    edges = h * np.arange(n + 1)
    mouth = (G(edges[:-1]) - G(edges[1:])) / h
    return 0.5 * (edges[:-1] + edges[1:]), solve_toeplitz(column, mouth), mouth


def solve_hole(gamma, depth, n):
    """Kinetic wall flux and bottom flux in a closed hole (depth in unit 2R)."""
    h = depth / n
    x, a, mouth = solve_open_tube(gamma, n, h)
    to_bottom = mouth[::-1]
    keep = 1 - gamma
    direct = 4 * G(depth)
    bottom = (direct + keep * 4 * h * (to_bottom @ a)) / (
        1 - keep**2 * 4 * h * (to_bottom @ a[::-1]))
    return x, a + keep * bottom * a[::-1], bottom


def diffusion_bottom(R, H, gamma, f=1.0):
    """Bottom density ratio from diffusion with mouth and bottom conditions."""
    D_over_v = (2 * R / 3) * (2 - f) / f
    L = np.sqrt(2 * R * D_over_v / gamma)
    b = gamma * L / (4 * D_over_v)
    m = 2 * D_over_v / L
    c, s = np.cosh(H / L), np.sinh(H / L)
    return 1 / (c + b * s + m * (s + b * c))


def trace_hole(gamma, depth, f, n):
    """Ray tracing, R = 1: by reciprocity, the weighted escape probability of
    particles emitted from the bottom equals the relative flux on the bottom."""
    x, y, z = np.sqrt(rng.random(n)), np.zeros(n), np.zeros(n)
    dz, dx, dy = cosine_angles(n)
    weight, total, total2 = 1.0, 0.0, 0.0
    while x.size and weight > 1e-4:
        a = dx * dx + dy * dy
        b = x * dx + y * dy
        c = np.maximum(1 - x * x - y * y, 0)
        s = (-b + np.sqrt(b * b + a * c)) / a
        z_new = z + s * dz
        inside = z_new <= depth
        escaped = x.size - np.count_nonzero(inside)
        total += escaped * weight
        total2 += escaped * weight**2
        x, y, z, dx, dy, dz, s, z_new = (
            q[inside] for q in (x, y, z, dx, dy, dz, s, z_new))
        low = z_new < 0
        s[low] = -z[low] / dz[low]
        x, y = x + s * dx, y + s * dy
        z = np.where(low, 0.0, z_new)
        r = np.where(low, 1.0, np.sqrt(x * x + y * y))
        x, y = x / r, y / r
        cn, t1, t2 = cosine_angles(x.size)
        ex = np.where(low, t1, -cn * x + t1 * y)
        ey = np.where(low, t2, -cn * y - t1 * x)
        ez = np.where(low, cn, t2)
        if f < 1:
            mirror = rng.random(x.size) > f
            vn = np.where(low, 0.0, dx * x + dy * y)
            ex = np.where(mirror, dx - 2 * vn * x, ex)
            ey = np.where(mirror, dy - 2 * vn * y, ey)
            ez = np.where(mirror, np.where(low, -dz, dz), ez)
        dx, dy, dz = ex, ey, ez
        weight *= 1 - gamma
    mean = total / n
    return mean, np.sqrt((total2 / n - mean**2) / n)


# --- One flight: ray-traced jumps against the closed jump law ---
n_flights = 1_000_000
cn, tangent, axial = cosine_angles(n_flights)
flight = 2 * cn / (cn**2 + tangent**2)          # from wall to wall, R = 1
jump = flight * axial / 2
for cut in (0.2, 1.0, 3.0):
    p = F(cut)
    assert abs(np.mean(jump > cut) - p) < 5 * np.sqrt(p * (1 - p) / n_flights)
mean_flight = flight.mean()
assert abs(mean_flight - 2) < 0.01
# second moment by quadrature over directions (alpha to axis, beta to normal)
beta_part = quad(lambda b: np.cos(b) ** 3, -np.pi / 2, np.pi / 2)[0]
alpha_part = quad(lambda a: np.cos(a) ** 2, 0, np.pi)[0]
msq_directions = 4 * beta_part * alpha_part / np.pi
# the same moment from the closed jump law, x = t/(1-t)
msq_law = 16 * quad(lambda t: G(t / (1 - t)) / (1 - t) ** 2, 0, 1)[0]
assert abs(msq_directions - 8 / 3) < 1e-9
assert abs(msq_law - msq_directions) < 1e-6
print("ONE FLIGHT")
print(f"mean flight length / R (ray tracing) = {mean_flight:.4f}")
print(f"mean square axial jump / R^2 = {msq_directions:.6f}")

# --- Diffusivity: transmission of a long loss-free tube ---
h, n = 0.1, 2500
x, J, mouth = solve_open_tube(0.0, n, h)
transmission = 4 * G(n * h) + 4 * h * (mouth[::-1] @ J)
transmission_diffusion = 1 / (1 + 3 * (2 * n * h) / 8)
assert abs(transmission / transmission_diffusion - 1) < 0.02
print(f"tube length / R for transmission test = {2*n*h:.0f}")
print(f"transmission, kinetic = {transmission:.6f}")
print(f"transmission, diffusion = {transmission_diffusion:.6f}")

# --- Decay law: integral equation against exp(-z/L) ---
print("DECAY LAW (spread of ln J + z/L for z from 0.5 L to 4 L)")
spreads = []
for gamma_test in (1e-2, 1e-3, 1e-4):
    Lx = decay_length(0.5, gamma_test)
    x, J, _ = solve_open_tube(gamma_test, int(12 * Lx / h), h)
    u = x / Lx
    window = (u > 0.5) & (u < 4)
    residue = np.log(J[window]) + u[window]
    spreads.append(np.ptp(residue))
    lnJ = np.interp([1, 3], u, np.log(J))
    local = 2 / (lnJ[0] - lnJ[1])
    print(f"gamma {gamma_test:.0e}: spread {spreads[-1]:.4f}, "
          f"mean decay length from L to 3L = {local:.4f} L")
assert spreads[0] > spreads[1] > spreads[2]
assert spreads[2] < 0.04

# --- Algebraic tail far beyond the exponential range ---
gamma_tail = 0.05
Lx = decay_length(0.5, gamma_tail)
x, J, _ = solve_open_tube(gamma_tail, int(100 * Lx / h), h)
i = np.argmin(abs(x - 60 * Lx))
tail_ratio = J[i] * gamma_tail * (2 * x[i]) ** 3
assert abs(tail_ratio - 1) < 0.1
print(f"tail test: gamma = {gamma_tail}, J gamma z^3/R^3 at 60 L = {tail_ratio:.4f}")

# --- Worked example: N atoms in a silica-lined hole, rough typical values ---
R, H, gamma = 50.0, 3000.0, 1e-3                # nm, nm, dimensionless
T, p_torr = 700.0, 0.1                          # K, Torr
L = decay_length(R, gamma)
x, J, bottom = solve_hole(gamma, H / (2 * R), 600)
simple = 1 / np.cosh(H / L)
corrected = diffusion_bottom(R, H, gamma)
assert abs(corrected / bottom - 1) < 0.04
traced, error = trace_hole(gamma, H / R, 1.0, 4000)
assert abs(traced - bottom) < 4 * error + 0.003
f_test = 0.5
traced_f, error_f = trace_hole(gamma, H / R, f_test, 4000)
predicted_f = diffusion_bottom(R, H, gamma, f_test)
assert abs(traced_f / predicted_f - 1) < 0.06
print("EXAMPLE")
print(f"R = {R:.0f} nm, H = {H:.0f} nm, gamma = {gamma}, T = {T:.0f} K, p = {p_torr} Torr")
print(f"decay length L = {L:.1f} nm = {10*L:.0f} angstrom; L/R = {L/R:.2f}; H/L = {H/L:.4f}")
for depth in (1000.0, 2000.0):
    kinetic = np.interp(depth / (2 * R), x, J)
    law = np.cosh((H - depth) / L) / np.cosh(H / L)
    print(f"relative flux at {depth:.0f} nm: simple {law:.4f}, kinetic {kinetic:.4f}")
print(f"bottom, simple 1/cosh(H/L) = {simple:.4f}")
print(f"bottom, diffusion with mouth and bottom terms = {corrected:.4f}")
print(f"bottom, kinetic integral equation = {bottom:.4f}")
print(f"bottom, ray tracing = {traced:.4f} +- {error:.4f}")
print(f"f = {f_test}: bottom, ray tracing = {traced_f:.4f} +- {error_f:.4f}")
print(f"f = {f_test}: bottom, diffusion = {predicted_f:.4f}")

# --- Size of what the simple law neglects ---
print("NEGLECTED EFFECTS")
print(f"mouth length 2D/v = {4*R/3:.1f} nm")
f_rough = 0.9
print(f"f = {f_rough}: L = {L*np.sqrt((2-f_rough)/f_rough):.1f} nm, "
      f"bottom = {diffusion_bottom(R, H, gamma, f_rough):.4f}")
print(f"uptake equal to gamma (total loss {2*gamma}): L = {decay_length(R, 2*gamma):.1f} nm, "
      f"bottom = {diffusion_bottom(R, H, 2*gamma):.4f}")
for g in (1e-4, 1e-2):
    print(f"gamma = {g:.0e}: L = {decay_length(R, g):.1f} nm, "
          f"bottom = {solve_hole(g, H/(2*R), 600)[2]:.4f}")
kT = const.k * T
mass_u, diameter_nm = 14.007, 0.37              # N atom mass; rough collision diameter
speed = np.sqrt(8 * kT / (np.pi * mass_u * const.atomic_mass))
density = p_torr * const.torr / kT              # m^-3
free_path = 1e9 / (np.sqrt(2) * np.pi * (diameter_nm * 1e-9) ** 2 * density)
life_path = 2 * R / gamma
life_time = life_path * 1e-9 / speed
k3_cm6, radical_fraction = 1e-32, 0.01          # rough three-body rate, N share
gas_loss = k3_cm6 * (density * 1e-6) ** 2 * radical_fraction * life_time
D = 2 * R * 1e-9 * speed / 3
assert free_path > 100 * 2 * R
print(f"N mass = {mass_u} u, rough collision diameter = {diameter_nm} nm")
print(f"mean speed = {speed:.0f} m/s; D = {D*1e4:.3f} cm2/s")
print(f"gas mean free path = {free_path:.3e} nm; over 2R = {free_path/(2*R):.3e}")
print(f"mean path before wall loss (no escape) = {life_path:.2e} nm")
print(f"gas collisions in that path = {life_path/free_path:.3f}")
print(f"rough three-body rate = {k3_cm6:.0e} cm6/s, N share of gas = {radical_fraction}")
print(f"gas recombination probability in that path = {gas_loss:.1e}")
print(f"diffusive filling time H^2/(2D) = {(H*1e-9)**2/(2*D)*1e9:.1f} ns")
Lx = L / (2 * R)
x, J, _ = solve_open_tube(gamma, int(30 * Lx / h), h)
u = x / Lx
excess = np.log(J) + u
excess -= np.interp(2.0, u, excess)
k = np.flatnonzero((u > 2) & (excess > np.log(2)))[0]
assert u[k] < 25
print(f"long tube: J is twice the exponential at z = {u[k]:.2f} L = {u[k]*L:.0f} nm")
print(f"long tube: relative flux there = {J[k]:.2e}")
print("every check passed")
```

Printed output:

```
ONE FLIGHT
mean flight length / R (ray tracing) = 1.9977
mean square axial jump / R^2 = 2.666667
tube length / R for transmission test = 500
transmission, kinetic = 0.005276
transmission, diffusion = 0.005305
DECAY LAW (spread of ln J + z/L for z from 0.5 L to 4 L)
gamma 1e-02: spread 0.0598, mean decay length from L to 3L = 1.0044 L
gamma 1e-03: spread 0.0215, mean decay length from L to 3L = 1.0022 L
gamma 1e-04: spread 0.0089, mean decay length from L to 3L = 1.0015 L
tail test: gamma = 0.05, J gamma z^3/R^3 at 60 L = 1.0416
EXAMPLE
R = 50 nm, H = 3000 nm, gamma = 0.001, T = 700 K, p = 0.1 Torr
decay length L = 1825.7 nm = 18257 angstrom; L/R = 36.51; H/L = 1.6432
relative flux at 1000 nm: simple 0.6198, kinetic 0.5835
relative flux at 2000 nm: simple 0.4301, kinetic 0.4012
bottom, simple 1/cosh(H/L) = 0.3728
bottom, diffusion with mouth and bottom terms = 0.3560
bottom, kinetic integral equation = 0.3480
bottom, ray tracing = 0.3434 +- 0.0037
f = 0.5: bottom, ray tracing = 0.6164 +- 0.0034
f = 0.5: bottom, diffusion = 0.6395
NEGLECTED EFFECTS
mouth length 2D/v = 66.7 nm
f = 0.9: L = 2018.4 nm, bottom = 0.4106
uptake equal to gamma (total loss 0.002): L = 1291.0 nm, bottom = 0.1811
gamma = 1e-04: L = 5773.5 nm, bottom = 0.8678
gamma = 1e-02: L = 577.4 nm, bottom = 0.0120
N mass = 14.007 u, rough collision diameter = 0.37 nm
mean speed = 1029 m/s; D = 0.343 cm2/s
gas mean free path = 1.192e+06 nm; over 2R = 1.192e+04
mean path before wall loss (no escape) = 1.00e+05 nm
gas collisions in that path = 0.084
rough three-body rate = 1e-32 cm6/s, N share of gas = 0.01
gas recombination probability in that path = 1.9e-11
diffusive filling time H^2/(2D) = 131.2 ns
long tube: J is twice the exponential at z = 10.15 L = 18535 nm
long tube: relative flux there = 7.29e-05
every check passed
```
